# ZORA has no mass-velocity operator, but bound electrons feel the effect

## Question

I am trying to understand the zeroth-order regular approximation, ZORA. I have been told that its Hamiltonian contains no mass-velocity operator $-p^4/(8c^2)$, that a free electron therefore keeps the energy $p^2/2$, and that all relativistic effects come from a position-dependent effective mass $1-V/(2c^2)$.

This puzzles me. The mass-velocity term is the largest relativistic correction to a hydrogen-like 1s level. If ZORA lacks it, how can ZORA give sensible energies for heavy atoms? And is this effective mass the relativistic mass that grows with speed?

## Answer

What you were told is right about the Hamiltonian, provided that $V$ is zero where the electron is free. It does not follow that the mass-velocity *effect* is missing. In a bound state the effective mass produces that effect, together with an error that can be written down. The mass is also not the $\gamma$ of elementary relativity.

I use Hartree atomic units, subtract the rest energy, and consider one electron in an electrostatic potential $V(\mathbf r)$ that vanishes far away.

### Where the effective mass comes from

Let $\varphi$ and $\chi$ be the upper and lower two-component parts of the Dirac wavefunction. They obey

$$V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\varphi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi=E\chi .$$

The second equation gives $\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c^2+E-V)$. Inserting this in the first, we get

$$\Big[V+\boldsymbol\sigma\cdot\mathbf p\,\frac{1}{2M}\,\boldsymbol\sigma\cdot\mathbf p\Big]\varphi=E\varphi,\qquad M=1+\frac{E-V}{2c^2}. \tag{1}$$

Nothing has been approximated yet. ZORA drops $E$ from $M$:

$$H=V+\boldsymbol\sigma\cdot\mathbf p\,\frac{1}{2m}\,\boldsymbol\sigma\cdot\mathbf p,\qquad m(\mathbf r)=1-\frac{V(\mathbf r)}{2c^2}. \tag{2}$$

Near a nucleus $V<0$, so $m>1$. Classically, $E-V$ is the local kinetic energy. The exact mass thus depends on the kinetic energy, while ZORA uses $-V$ in its place. That is a good substitute where the potential is deep and $|E|\ll|V|$. It is a poor one for a fast electron in a region without potential.

### The free electron

Set $V=0$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, equation (1) becomes $p^2/(2M)=E$, or

$$E\Big(1+\frac{E}{2c^2}\Big)=\frac{p^2}{2}.$$

The positive root of this quadratic is

$$E=c^2(\gamma-1),\qquad \gamma=\sqrt{1+p^2/c^2},$$

and its expansion is $E=p^2/2-p^4/(8c^2)+\dots$ The second term is the mass-velocity correction. The exact mass is $M=1+(\gamma-1)/2=(1+\gamma)/2$, not $\gamma$.

In ZORA $m=1$ here, and the energy is $p^2/2$ for every $p$. At $p=50$ the exact energy is 1210.96 hartree and ZORA gives 1250 hartree. At $p=c$ the values are 7778.5 and 9389.4 hartree.

The condition $V=0$ matters. In a constant potential $V_0$, equation (2) gives

$$E=V_0+\frac{p^2}{2\,[1-V_0/(2c^2)]}.$$

With $2c^2=37557.7$ hartree, $V_0=-1000$ hartree and $p=50$, the kinetic energy becomes $1250/1.02663=1217.6$ hartree. A constant potential should not change it at all. ZORA depends on the choice of the zero of $V$.

### The mass must stand between the two momenta

Write $f=1/(2m)$ and use $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, with repeated indices summed:

$$\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=\mathbf p\cdot f\mathbf p\,\varphi+i\epsilon_{ijk}\sigma_k\,p_i(f p_j\varphi).$$

With $p_i=-i\partial_i$, the product rule gives $p_i(fp_j\varphi)=-i(\partial_i f)p_j\varphi+f p_ip_j\varphi$. The last term is symmetric in $i,j$ and vanishes against $\epsilon_{ijk}$. In the other term $i\cdot(-i)=1$, so

$$\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p=\mathbf p\cdot f\mathbf p+\boldsymbol\sigma\cdot(\nabla f\times\mathbf p). \tag{3}$$

The second term is spin-orbit coupling. From $\nabla m=-\nabla V/(2c^2)$ we have $\nabla f=-\nabla m/(2m^2)=\nabla V/(4c^2m^2)$, so it arises from the gradient of the mass. If $m$ is set to 1, the right side of (3) reduces to $p^2/2$ and the Hamiltonian is nonrelativistic. In this sense all the relativity in $H$ does come from $m(\mathbf r)$.

For a one-electron ion with $Z=20$, ZORA puts $2p_{1/2}$ at $-50.4041$ and $2p_{3/2}$ at $-50.1336$ hartree, a splitting of 0.2706 hartree. Without the gradient term there is a single 2p level at $-50.2225$ hartree, between the two.

### Where the mass-velocity effect sits

Where $|V|\ll 2c^2$, we may expand $f=\tfrac12[1-V/(2c^2)]^{-1}=\tfrac12+V/(4c^2)+\dots$ To order $c^{-2}$,

$$H\approx\frac{p^2}{2}+V+\frac{\mathbf p\cdot V\mathbf p}{4c^2}+\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4c^2}. \tag{4}$$

There is no $p^4$. For a point nucleus the expansion fails very close to the centre, at $r\lesssim Z/(2c^2)$. For $Z\ll c$ this region is tiny compared with the 1s radius $1/Z$, and (4) can be used for first-order energies.

Now rewrite $\mathbf p\cdot V\mathbf p$. Since $[p_i,V]=-i\partial_iV$, a second commutator gives $[p_i,[p_i,V]]=-\nabla^2V$. Written out, the same double commutator is $p^2V-2\,\mathbf p\cdot V\mathbf p+Vp^2$. Therefore

$$\mathbf p\cdot V\mathbf p=\tfrac12(p^2V+Vp^2)+\tfrac12\nabla^2V .$$

Take the expectation value in a normalized Schrödinger eigenstate $\psi$ with energy $E$. There $V\psi=(E-p^2/2)\psi$, so

$$\langle p^2V\rangle=\langle Vp^2\rangle=E\langle p^2\rangle-\tfrac12\langle p^4\rangle ,$$

where $\langle p^4\rangle$ means the squared norm of $p^2\psi$. With $\langle p^2\rangle=2\langle T\rangle$, division by $4c^2$ gives

$$\frac{\langle\mathbf p\cdot V\mathbf p\rangle}{4c^2}=-\frac{\langle p^4\rangle}{8c^2}+\frac{\langle\nabla^2V\rangle}{8c^2}+\frac{E\langle T\rangle}{2c^2}. \tag{5}$$

The first term is the mass-velocity energy and the second is the Darwin energy. So the operator is absent from $H$, but its expectation value is present in the bound-state energy. The Schrödinger equation ties the momentum of a bound electron to the potential, and a mass that depends on $V$ can then do the work of one that depends on speed. For a free electron at $V=0$, equation (5) still holds, but there $E=\langle T\rangle=p^2/2$ is positive, the third term equals $+p^4/(8c^2)$, and it cancels the mass-velocity term completely.

The third term is the error of ZORA at this order. To see this, expand the exact equation (1) in the same way: $1/(2M)\approx\tfrac12+(V-E)/(4c^2)$. Compared with ZORA there is an extra operator $-Ep^2/(4c^2)$. Inside it, $E$ may be replaced by the Schrödinger energy, because the difference is of higher order. Its expectation value is $-E\langle T\rangle/(2c^2)$, which cancels the third term of (5). The correct first-order shift is thus the mass-velocity energy plus the Darwin energy, plus the same spin-orbit energy as in (4).

For a bound state $E<0$, so the error lowers the level. Its size in hartree is $|E|\langle T\rangle/(2c^2)$, a fraction $\langle T\rangle/(2c^2)$ of the level energy, but it need not be small compared with the relativistic shift itself. That ratio depends on the state, not only on the binding. For the $2p_{3/2}$ level above, with $E=-50$ and $\langle T\rangle=50$ hartree, the error is $-50\times50/37557.7=-0.0666$ hartree, about half of the ZORA shift of $-0.1336$ hartree.

### Numbers for a light and a heavy ion

Take a one-electron ion with a fixed point nucleus and no quantum-electrodynamic corrections. For $Z=20$ the 1s state has $E=-200$ and $\langle T\rangle=200$ hartree, so the error is $-200\times200/37557.7=-1.065$ hartree. For 4s, $E=-12.5$ and $\langle T\rangle=12.5$ hartree give $-156.25/37557.7=-0.0042$ hartree. For s states the spin-orbit energy vanishes. All entries below are in hartree, and sums may differ by one in the last digit through rounding.

| Contribution | 1s | 4s |
|---|---|---|
| mass-velocity | −5.325 | −0.1206 |
| Darwin | +4.260 | +0.0666 |
| correct first-order shift | −1.065 | −0.0541 |
| ZORA error | −1.065 | −0.0042 |
| ZORA first-order shift | −2.130 | −0.0582 |

For 1s, ZORA doubles the relativistic shift at this order. For 4s it overestimates the shift by 7.7%. The full calculations, without expansion in $1/c^2$, show the same pattern: the 1s shift is $-1.077$ hartree with Dirac and $-2.159$ with ZORA, and the 4s shift is $-0.0546$ with Dirac and $-0.0588$ with ZORA.

For heavy ions the first-order treatment is no longer adequate, but for $V=-Z/r$ the ZORA level follows from the Dirac level $E_D$ by a change of length scale. Define $\lambda=1+E_D/(2c^2)$, which is positive for the bound states considered here. Then $2c^2+E_D=2c^2\lambda$. Put $\mathbf r=\mathbf r'/\lambda$, so that $\mathbf p=\lambda\mathbf p'$ and $V=-\lambda Z/r'=\lambda V'$, with $V'=-Z/r'$. The kinetic part of (1) becomes

$$\lambda^2\,\boldsymbol\sigma\cdot\mathbf p'\,\frac{c^2}{2c^2\lambda-\lambda V'}\,\boldsymbol\sigma\cdot\mathbf p'=\lambda\,\boldsymbol\sigma\cdot\mathbf p'\,\frac{c^2}{2c^2-V'}\,\boldsymbol\sigma\cdot\mathbf p' .$$

Both parts of the Hamiltonian now carry one factor $\lambda$. Equation (1) reads $\lambda H'\varphi=E_D\varphi$, where $H'$ is the ZORA Hamiltonian in the primed coordinates. Hence

$$E_{\rm ZORA}=\frac{E_D}{1+E_D/(2c^2)}=E_D-\frac{E_D^2}{2c^2}+\dots \tag{6}$$

The leading error agrees with (5), because $\langle T\rangle=-E$ for a Schrödinger electron in a Coulomb potential.

The Dirac 1s energy needed here can be found directly. Let the upper part be $g(r)$ times a constant spinor and the lower part $-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,h(r)$ times the same spinor. The Dirac equations become

$$-\frac Zr g-c\Big(h'+\frac{2h}{r}\Big)=E_Dg,\qquad cg'=\Big(2c^2+E_D+\frac Zr\Big)h .$$

Try $g=r^{s-1}e^{-ar}$ and $h=kg$. The $1/r$ terms give $-Z=ck(s+1)$ and $c(s-1)=Zk$, hence $s=\sqrt{1-Z^2/c^2}$ and $k^2=(1-s)/(1+s)$. The constant terms give $cka=E_D$ and $-ca=(2c^2+E_D)k$, hence $k^2=-E_D/(2c^2+E_D)$. Equating the two expressions for $k^2$ yields $E_D=-c^2(1-s)$.

For $Z=80$ this is $-3532.2$ hartree ($-96.12$ keV), against $-3200$ hartree without relativity. Then $\lambda=1-3532.2/37557.7=0.90595$, and

$$E_{\rm ZORA}=\frac{-3532.2}{0.90595}=-3898.9\ \text{hartree}\quad(-106.09\ \text{keV}).$$

ZORA is too low by 366.7 hartree, or 10.4% of the Dirac energy. The nonrelativistic value is too high by 332.2 hartree, so for this deep level ZORA is no closer to Dirac than the Schrödinger equation is. The effective mass at $r=1/Z$, where $V=-Z^2=-6400$ hartree, is $1+6400/37557.7=1.170$.

### The zero of the potential again

Add a constant $\Delta<2c^2$ to $V$ and measure the level from the shifted zero. The ZORA denominator becomes $2c^2-\Delta-V$, which is $2c^2\lambda_\Delta-V$ with $\lambda_\Delta=1-\Delta/(2c^2)$. The same change of scale shows that a Coulomb level moves from $E_{\rm ZORA}$ to $\lambda_\Delta E_{\rm ZORA}$, although it should stay where it is. For the $Z=80$ 1s level and $\Delta=-100$ hartree, the factor is 1.00266 and the level drops by 10.4 hartree.

The choice $\Delta=-E_D$ gives $\lambda_\Delta=\lambda$ and restores the Dirac energy of that one level. This is the dropped $E$ of equation (1), put back by hand.

So a careful version of the statement is this: with $V=0$ at infinity, ZORA has no mass-velocity operator and treats a free electron nonrelativistically, while for a bound electron the mass $1-V/(2c^2)$ supplies the mass-velocity energy with a first-order error $E\langle T\rangle/(2c^2)$. This error carries the level energy $E$ as a factor. For deep core levels it is as large as the relativistic shift itself, while for a weakly bound outer level it can be negligible. As an illustration only, not a description of a real atom, take the screened model potential $V=-[1+(Z-1)/(1+ar)^2]/r$ with $Z=79$ and $a=0.536\,Z^{1/3}/0.8853$. Its s level with five radial nodes lies at $-0.6459$ hartree without relativity, $-0.8431$ with Dirac and $-0.8432$ with ZORA. The numerical check checks the operator identities, the first-order energies and the Coulomb relation numerically or symbolically.

## Calculated quantities

```
speed of light c = 137.035999 a.u.
free electron p = 1.0000 a.u.: exact 0.499993, ZORA 0.500000 hartree
  gamma = 1.000027, exact mass (1+gamma)/2 = 1.000013
free electron p = 50.0000 a.u.: exact 1210.955739, ZORA 1250.000000 hartree
  gamma = 1.064485, exact mass (1+gamma)/2 = 1.032243
free electron p = 137.0360 a.u.: exact 7778.460598, ZORA 9389.432535 hartree
  gamma = 1.414214, exact mass (1+gamma)/2 = 1.207107
ZORA kinetic energy at p = 50 a.u. in constant V0 = -1000 hartree: 1217.5811 hartree
Z = 20, 1s: E = -200.0000, <T> = 200.0000 hartree
  mass-velocity term -5.325135 hartree
  Darwin term 4.260108 hartree
  their sum -1.065027 hartree
  ZORA error E<T>/(2c^2) -1.065027 hartree
  <p.Vp>/(4c^2) -2.130054 hartree
  first-order ratio ZORA/correct 2.0000
  full shift: Dirac -1.076523, ZORA -2.158841 hartree
Z = 20, 4s: E = -12.5000, <T> = 12.5000 hartree
  mass-velocity term -0.120648 hartree
  Darwin term 0.066564 hartree
  their sum -0.054083 hartree
  ZORA error E<T>/(2c^2) -0.004160 hartree
  <p.Vp>/(4c^2) -0.058244 hartree
  first-order ratio ZORA/correct 1.0769
  full shift: Dirac -0.054591, ZORA -0.058789 hartree
Z = 20, ZORA 2p1/2 -50.404148, 2p3/2 -50.133573 hartree
  2p without the mass-gradient term -50.222457 hartree
  2p splitting 0.270575 hartree
Z = 80, 1s nonrelativistic -3200.0000 hartree
Z = 80, 1s Dirac -3532.1921 hartree = -96.1158 keV
Z = 80, 1s ZORA -3898.8691 hartree = -106.0936 keV
  scale factor 1 + E_D/(2c^2) = 0.905953
  ZORA minus Dirac -366.6770 hartree
  effective mass at r = 1/Z: 1.170404
  V shifted by -100 hartree: level relative to new zero -3909.2501 hartree
  spurious change -10.3810 hartree
```
